How a point-charge correction turns a defect's negative U positive

**Question**

I am computing an oxygen-vacancy-like defect in a gate oxide with a periodic supercell. It can carry charge 2+, 1+ or 0. From the uncorrected total energies I get an effective correlation energy of −0.30 eV, so the 1+ state should never be stable. A colleague says that this sign cannot be trusted: once the point-charge correction of the singly charged cell exceeds 0.15 eV, the correlation energy becomes positive.

I cannot reproduce the 0.15 eV. The doubly charged cell has twice the charge, so I gave it twice the correction. In U the 2+ energy enters once and the 1+ energy enters with a factor −2, so everything cancelled. Where is the mistake? And how far should I trust the new sign if my cell is about 1 nm wide and the dielectric constant is about 10?

**Answer**

The mistake is the factor of two. The correction grows as the square of the charge, so the 2+ cell needs four times the correction of the 1+ cell. The cancellation then fails, and what is left gives your colleague's threshold.

**What U measures**

Let E(q) be the formation energy of charge q, in units of the elementary charge, with the Fermi level at the valence band edge. Raising the Fermi level by E_F above that edge makes it costlier to remove electrons to the reservoir:

E(q, E_F) = E(q) + q E_F.

The 1+ state lies below the neutral state when

E(1+) + E_F < E(0), that is, E_F < E(0) − E(1+) = ε(1+/0).

It lies below the 2+ state when

E(1+) + E_F < E(2+) + 2E_F, that is, E_F > E(1+) − E(2+) = ε(2+/1+).

Both hold together only if there is room between the two levels. The width of that window is

U = ε(1+/0) − ε(2+/1+)
= [E(0) − E(1+)] − [E(1+) − E(2+)]
= E(2+) + E(0) − 2E(1+).

The Fermi level has dropped out. If U > 0, charge 1+ is the ground state over a range U of Fermi levels, provided that this range lies in the band gap. If U < 0, two 1+ defects lower their energy by becoming one 2+ and one neutral defect, and the defect passes directly from 2+ to 0 as E_F rises.

**Why the correction goes as q²**

A charged supercell is not an isolated defect. It holds the charge q, the periodic images of q, and a uniform background of total charge −q per cell that keeps the lattice neutral. Assume that the defect charge is localised and that the host responds as a uniform linear dielectric. The potential made by the images and background is then proportional to q. The energy of the defect charge in that potential carries a second factor q. The same holds for the energy of the background itself, since its density is also proportional to q.

The spurious energy is therefore a constant times q². For a cubic cell it is negative, as shown below, so I write it as −q²C with C > 0:

E_raw(q) = E_iso(q) − q²C,
E_corr(q) = E_raw(q) + q²C.

C is the correction of the singly charged cell. For the same cell and the same dielectric constant, the corrections of the charges 0, 1+ and 2+ are 0, C and 4C. Put these into U:

U_corr = [E_raw(2+) + 4C] + E_raw(0) − 2[E_raw(1+) + C]
= U_raw + 4C − 2C
= U_raw + 2C.

With U_raw = −0.30 eV,

U_corr > 0 ⇔ 2C > 0.30 eV ⇔ C > 0.15 eV.

At C = 0.15 eV the two levels coincide, and all three charge states are degenerate at that Fermi level. Your linear rule would have given 2C − 2C = 0, which is the cancellation you found.

**Where C comes from**

Take unit charges in vacuum first, and measure potentials so that a unit charge gives 1/r. Divide the lattice into cubes of edge L, each with a point charge at its centre and a uniform density −1/L³. The energy per cell is half the integral of density times potential. Leaving out the infinite self-energy of the point charge, which an isolated charge has as well, this is

W = ½[φ′(0) − ⟨φ⟩].

Here φ′(0) is the potential at the point charge without its own contribution, and ⟨φ⟩ is the mean of the full potential over the cell. The second term comes from the background, because −(1/L³)∫φ dV = −⟨φ⟩. A constant added to the potential cancels between the two terms.

The first term is a sum over images minus an integral over background:

φ′(0) = Σ 1/R − (1/L³)∫ dV/r.

Each piece grows without limit, so they must be added cube by cube. With L = 1, the integral of 1/r over a cube of edge 1 is 2.38008 by numerical quadrature, and over a cube of edge N it is N² times as large. Already for a block of 3 × 3 × 3 cubes,

φ′(0) ≈ 6 + 12/√2 + 8/√3 − 9 × 2.38008 = −2.317.

A block with 41 cubes along each edge gives −2.3137.

For the mean potential, let φ_c be the potential of one neutral cube with charge density ρ. The mean over the array is the integral of φ_c over all space, divided by L³. Since ∇²r² = 6 and ∇²φ_c = −4πρ, integrating by parts twice gives

6∫φ_c dV = ∫φ_c ∇²r² dV = ∫r² ∇²φ_c dV = −4π∫r²ρ dV.

The surface terms vanish at large distance because a neutral cube has, by its symmetry, no dipole, quadrupole or octupole moment, so φ_c falls off as 1/r⁵. They vanish at the point charge because r² removes the singularity there. The point charge contributes nothing to ∫r²ρ dV. The background contributes −⟨x² + y² + z²⟩ = −3L²/12 = −L²/4. Therefore

∫φ_c dV = −(2π/3)(−L²/4) = πL²/6,
⟨φ⟩ = π/(6L) = 0.5236/L.

Together,

W = ½(−2.3137 − 0.5236)/L = −α/(2L), α = 2.8373.

An Ewald sum, which splits the lattice sum into two rapidly converging parts, gives α = 2.83730. In the cubic cell the energy is negative because each charge sits in background of the opposite sign, and this attraction outweighs the repulsion of the point charges among themselves and of the background with itself. The balance depends on the shape: for a cell of 1 × 1 × c the energy changes sign near c = 3.7.

In a uniform dielectric the potential of given charges is divided by ε, and so is the energy. The correction reverses the sign of W:

C = α e²/(8πε₀ εL).

For a given cell shape, C falls as 1/(εL). A strongly screening host or a large cell needs little correction.

**Numbers for a 1 nm cell**

Take round model parameters: L = 1.0 nm, ε = 10, and raw formation energies of 6.00, 3.15 and 0.00 eV for charges 0, 1+ and 2+. Then

U_raw = 0.00 + 6.00 − 2 × 3.15 = −0.30 eV.

With e²/(4πε₀) = 1.43996 eV nm,

C = 2.8373 × 1.43996/(2 × 10 × 1.0) = 0.204 eV.

This exceeds 0.15 eV. The corrections are 0.204 eV for 1+ and 0.817 eV for 2+, so the corrected energies are

E(0) = 6.000 eV,
E(1+) = 3.354 eV,
E(2+) = 0.817 eV.

The levels move as follows:

ε(2+/1+): from 3.150 to 2.537 eV,
ε(1+/0): from 2.850 to 2.646 eV.

Their order is reversed. The lower level in the corrected set, ε(2+/1+), has moved by C − 4C = −3C, and the other by −C, so the window has opened by 2C:

U_corr = −0.30 + 2 × 0.2043 = +0.109 eV.

For a different calculation that also has U_raw = −0.30 eV, the break-even condition C = 0.15 eV reads

εL = 2.8373 × 1.43996/(2 × 0.15) = 13.6 nm.

The sign turns positive if εL is below this value. At ε = 10 that means a cubic cell shorter than about 1.36 nm.

**What the sign means at room temperature**

Put the Fermi level midway between the two levels. There the 2+ and neutral states have equal energy, and the 1+ state lies U/2 below them. Give 1+ a weight of 2 for its unpaired spin and the other two states a weight of 1, and leave out changes in vibrational entropy. The share of defects in the 1+ state is

f = 2e^(U/2kT)/(2 + 2e^(U/2kT)) = 1/(1 + e^(−U/2kT)).

At 300 K, kT = 0.0259 eV. The raw U gives f = 0.3 percent, and the corrected U gives 89 percent. Each share is taken at the midpoint of its own levels, which is 3.00 eV for the raw energies and 2.59 eV for the corrected ones. The correction thus decides whether this model predicts that most defects are paramagnetic at the midpoint, or almost none. Well outside the window, 2+ or 0 dominates even when U is positive.

**The raw U is a property of the cell**

It would be wrong to keep U_raw = −0.30 eV and make the cell of the same defect larger. The raw value contains the image error, so it moves with L. At leading order, with ε fixed at 10 and L in nm,

U_raw(L) = U_corr − 2C(L) = 0.109 eV − (0.409 eV)/L.

This gives

L = 1 nm: −0.300 eV
L = 2 nm: −0.096 eV
L = 3 nm: −0.028 eV
L = 4 nm: +0.006 eV

The sign changes at 3.76 nm, a cell with about 50 times the volume of the first. The uncorrected calculation would reach the positive sign by itself, but slowly.

This offers a route that does not need ε. Write U_raw(L) = U − K/L, multiply by L for two cells of the same shape, and subtract to remove K:

L₂U_raw(L₂) − L₁U_raw(L₁) = U(L₂ − L₁),
U = [L₂U_raw(L₂) − L₁U_raw(L₁)]/(L₂ − L₁).

For the 1 and 2 nm values above, U = [2 × (−0.0957) + 0.300]/1 = 0.109 eV, as it must be for data generated by this law. With real data, a third cell size shows whether terms of higher order in 1/L matter. They can: for the Gaussian charge of the next section, the 1 and 2 nm cells give 0.077 eV instead of 0.091 eV at s = 0.10 nm, and −0.017 eV instead of +0.037 eV at s = 0.20 nm.

**When the charge is not a point**

Suppose the charge is a Gaussian with standard deviation s along each axis, narrow enough not to overlap its images. Two things change, again for unit charge in vacuum.

First, the potential φ′ made by the images and background obeys ∇²φ′ = 4π/L³ near the site. Averaged over directions, it is φ′(0) + 2πr²/(3L³). The Gaussian has ⟨r²⟩ = 3s², so it feels a potential higher by 2πs²/L³.

Second, the relation ∫φ_c dV = −(2π/3)∫r²ρ dV shows that the mean potential falls by 2πs²/L³. This mean enters W with a minus sign. Apart from the self-energy of the Gaussian, which an isolated Gaussian has too,

W = ½[φ′(0) + 2πs²/L³ − ⟨φ⟩ + 2πs²/L³] = −α/(2L) + 2πs²/L³.

The correct singly charged correction is therefore smaller than C:

C_s = C − (e²/4πε₀) 2πs²/(εL³).

If 1+ and 2+ have the same width, U changes by twice the second term. For s = 0.10 nm,

ΔU = −4π × 1.43996 × 0.010/(10 × 1.0) = −0.018 eV,

which leaves U near +0.09 eV. The shift grows as s², and U returns to zero at s = 0.25 nm, a root-mean-square radius of 0.43 nm. Once it fills much of the cell, neither this expansion nor the point-charge formula is reliable.

**How safe is the positive sign?**

The margin is moderate. C may fall by 27 percent, from 0.204 to 0.150 eV, before U returns to zero. At fixed L and fixed raw energies, this corresponds to raising ε from 10 to 13.6. The choice of scheme can use up this margin: the Lany–Zunger correction scales C by 1 + c_sh(1 − 1/ε), with c_sh = −0.369 for a simple cubic cell, which gives C = 0.136 eV and U = −0.03 eV before its own alignment term is added. Several other points deserve attention.

*Potential alignment.* The reference potential of the charged cell may differ from that of the bulk. If this adds a remaining term qΔV_q to the energy, with ΔV_q expressed in volts and the energy in eV, then U changes by

2ΔV₂ − 2ΔV₁ = 2(ΔV₂ − ΔV₁).

A shift common to both charges cancels. A shift that grows with charge does not: ΔV₂ − ΔV₁ = −0.054 V is enough to bring U back to zero. This is the quantity I would examine first. Use one consistent scheme for the image term and the alignment, so that no part is counted twice.

*Choice of dielectric constant.* If the ions relax in each charge state, they also screen the images, and the static constant belongs in C. Using a rough electronic value of 3 instead, with the same relaxed raw energies, would give C = 0.68 eV and U = +1.06 eV. The sign would agree with the result above, but the size would be about ten times too large within this model.

*Anisotropy.* Replacing ε = 10 by a tensor with principal values 9.5, 9.5 and 11.0, which has the same mean, changes U by less than 0.001 eV in an anisotropic Ewald sum. That is negligible for the cube. In a cell of 1 × 1 × 2 nm the same tensor changes U by about 0.01 eV, with a sign that depends on its orientation.

*Tunnelling between images.* The defect orbitals of neighbouring cells overlap, which the electrostatic model ignores. For a state 3.0 eV below a barrier and a mass of 0.4 electron masses, the decay constant is κ = √(2mD)/ħ = 5.61 nm⁻¹, with D the depth. A rough energy scale is

D e^(−κL) = 3.0 eV × e^(−5.61) = 0.011 eV.

This is a rough scale for one pair of neighbours, not a bound, and the defect band is much wider. Each defect has six nearest images in a cubic cell, and a well of finite size sends a larger tail to them. A Gaussian well of width 0.12 to 0.18 nm that binds a state at 3.0 eV gives a band 0.18 to 0.35 eV wide in this cell, and lowers the level at the zone centre by 0.10 to 0.19 eV, which is as large as U or larger. A shift per electron common to the neutral state (two electrons) and the 1+ state (one electron, counted twice in U) cancels, so only the difference between the two states enters U. That difference is not sized here and depends on the k-point sampling. A shallower state reaches further and could matter more.

**Comparison with a real oxide**

A static dielectric constant near 10 is a rough typical value for alumina, and a 1 nm cube of it holds roughly a hundred atoms, a practical size for defect calculations. The formation energies above are round parameters chosen to give your U_raw; they were not computed for a real oxygen vacancy. A real defect is not a point charge in a uniform medium. Its charge has a finite extent, and the nearby ions respond differently from the distant bulk. A width of 0.10 nm costs 0.018 eV in U, but the local response is not sized by this model. Nor does an electrostatic correction repair errors of the density functional in the raw energies, and an error of 0.11 eV in U from that source would be enough to change the sign again.

If your cell is close to a cube of edge 1 nm, then, the point-charge model turns −0.30 eV into about +0.1 eV. Other shapes need their own lattice sum: a cell of 1 × 1 × 2 nm with the same ε and raw energies has C = 0.130 eV, and U stays negative at −0.04 eV. I would report a positive sign only after the alignment difference has been examined and a second cell size gives a consistent corrected U. Even then it is a result for the density functional used, because an error of the functional that is the same in every cell passes both checks.
